\section*{Why missing neighbours often put a tight-binding metal surface under tension}

\section{A surface held at the wrong spacing}

Cut a metal crystal and hold the lateral spacing of its outermost layer at the bulk value. The surface atoms have lost neighbours, and in many metals they then pull inward along the surface. A thin free film of such a metal contracts laterally; a thick crystal hardly can, and its surface stays under tension. Why should losing bonds make the remaining ones pull?

The second-moment tight-binding model gives a mechanism. The band energy of an atom is proportional to the width of its local density of states, hence to the square root of the sum of squared hopping integrals to its neighbours. With a pairwise repulsion added,
\begin{equation}
E=\sum_i\Big[\sum_{j\ne i}A\,e^{-p(r_{ij}/r_0-1)}-\xi\sqrt{\rho_i}\Big],\qquad
\rho_i=\sum_{j\ne i}e^{-2q(r_{ij}/r_0-1)} .
\label{eq:model}
\end{equation}
Here $r_0$ is the neighbour distance in the stress-free bulk, $\xi$ sets the band energy, and $p$ and $q$ are the decay constants of repulsion and hopping. I take $p>2q$, an fcc crystal with $Z=12$, and at first nearest-neighbour interactions alone.

The surface stress $\tau$ is defined by a slab with two equal faces and area $a$ per surface atom. Let $E_{\rm slab}$ be the slab energy divided by the number of surface atoms on one face. For equal strain $\varepsilon$ along both lateral axes,
\begin{equation}
\tau=\frac{1}{4a}\frac{dE_{\rm slab}}{d\varepsilon}\bigg|_{\varepsilon=0}.
\label{eq:def}
\end{equation}
One factor 2 counts the faces, the other the two strained axes. Positive $\tau$ is tensile: stretching costs energy. The bulk is stress-free, so the interior contributes nothing at first order. On (111) and (100), threefold and fourfold symmetry make the stress isotropic.

\section{First contribution: stronger attraction per bond}

Each bond $ij$ occurs twice in the repulsive sum and once in each of $\rho_i$ and $\rho_j$. Since
\[
\frac{d}{dr}\big(-\xi\sqrt{\rho_i}\big)=-\frac{\xi}{2\sqrt{\rho_i}}\Big(-\frac{2q}{r_0}\Big)e^{-2q(r/r_0-1)},
\]
the tension $t_{ij}=\partial E/\partial r_{ij}$ is
\begin{equation}
t_{ij}=\frac{q\xi}{r_0}\Big(\frac1{\sqrt{\rho_i}}+\frac1{\sqrt{\rho_j}}\Big)e^{-2q(r/r_0-1)}-\frac{2pA}{r_0}e^{-p(r/r_0-1)} .
\label{eq:t}
\end{equation}
In the bulk all bonds are equivalent, so zero stress means zero tension in each. Setting $r=r_0$ and $\rho=Z$ gives
\begin{equation}
pA=\frac{q\xi}{\sqrt Z}.
\label{eq:balance}
\end{equation}

Now remove neighbours, leaving $Z_s$ of them at distance $r_0$. The repulsion in a remaining bond is unchanged, but its attraction grows from $1/\sqrt Z$ to $1/\sqrt{Z_s}$. With $s=\sqrt{Z/Z_s}$, a bond between two surface atoms has
\begin{equation}
t_s=\frac{2q\xi}{r_0}\Big(\frac1{\sqrt{Z_s}}-\frac1{\sqrt Z}\Big)=\frac{2q\xi}{r_0\sqrt Z}(s-1)>0 .
\label{eq:ts}
\end{equation}
A back-bond, from a surface atom to a fully coordinated atom below, has one strengthened end and carries $t_s/2$.

Stronger bonds do not mean a better-bound atom. At $r=r_0$ an atom with $z$ neighbours has energy $zA-\xi\sqrt z$, whose derivative with respect to $z$ is, by \eqref{eq:balance},
\[
\frac{q\xi}{p\sqrt Z}-\frac{\xi}{2\sqrt z}.
\]
For $z\le Z$ and $p>2q$ this is negative: each lost neighbour raises the energy, although the survivors pull harder.

\subsection{The preferred bond length}

If every atom had $z$ neighbours at a common distance $r=r_0(1+u)$, the energy per atom would be $zAe^{-pu}-\xi\sqrt z\,e^{-qu}$. Its minimum satisfies
\begin{align}
pzA\,e^{-pu}&=q\xi\sqrt z\,e^{-qu},\nonumber\\
\frac{z}{\sqrt Z}\,e^{-pu}&=\sqrt z\,e^{-qu}\qquad\text{(using \eqref{eq:balance})},\nonumber\\
e^{-(p-q)u}&=\sqrt{Z/z},\nonumber\\
u&=-\frac{\ln(Z/z)}{2(p-q)} .
\label{eq:length}
\end{align}
At this point the second derivative is $(p-q)q\xi\sqrt z\,e^{-qu}>0$, so it is a minimum. Fewer neighbours favour shorter bonds.

Take round parameters $p=10$, $q=3$, $\xi=1.5$ eV and $r_0=2.8$ \AA. For a free triangular monolayer, $z=6$ and $u=-\ln 2/14=-4.95\%$; direct minimisation of its energy agrees. For $z=9$, the coordination of a (111) surface atom, $u=-2.05\%$. That is a tendency, not the spacing of a real surface layer, whose atoms are also bonded to a bulk that prefers $r_0$. Held in registry, the layer shows its preference as stress.

\subsection{From bond tension to surface stress}

Under lateral strain a bond with lateral projection $r_\parallel$ lengthens by $\varepsilon r_\parallel^2/r$. Each surface atom owns $z_\parallel/2$ in-plane bonds, because each is shared by two surface atoms, and $z_\perp$ back-bonds at angle $\theta$ to the normal. One face supplies half of $dE_{\rm slab}/d\varepsilon$, so before any relaxation
\begin{align}
\tau_0&=\frac1{2a}\Big[\frac{z_\parallel}{2}\,t_s r_0+z_\perp\frac{t_s}{2}\,r_0\sin^2\theta\Big]\nonumber\\
&=\frac{r_0t_s}{4a}\big(z_\parallel+z_\perp\sin^2\theta\big)
=\frac{q\xi(s-1)}{2a\sqrt Z}\big(z_\parallel+z_\perp\sin^2\theta\big).
\label{eq:tau0}
\end{align}
For (111), $z_\parallel=6$, $z_\perp=3$ and $\sin^2\theta=1/3$; for (100) the values are 4, 4 and $1/2$. With $a=6.790$ \AA$^2$ and $s-1=0.1547$ on (111),
\[
\tau_0=\frac{3\times1.5\times0.1547\times7}{2\times6.790\times3.464}=0.1036\ \text{eV/\AA}^2=1.66\ \text{N/m}.
\]
On (100) the result is 1.79 N/m. Both agree with finite differences of the slab energy.

\section{Is the square root really the cause?}

Replace $-\xi\sqrt\rho$ by $-C\rho^\alpha$ and choose $C$ so that the attraction per bond in the bulk stays the same:
\[
C\alpha Z^{\alpha-1}=\frac{\xi}{2\sqrt Z}.
\]
The balance \eqref{eq:balance} is then unchanged. At a surface atom the attraction per bond is multiplied by $(Z_s/Z)^{\alpha-1}$, so in \eqref{eq:tau0}
\begin{equation}
s-1\;\longrightarrow\;\Big(\frac{Z}{Z_s}\Big)^{1-\alpha}-1 .
\label{eq:alpha}
\end{equation}
This is positive for $\alpha<1$, zero for $\alpha=1$ and negative for $\alpha>1$. The unrelaxed (111) slab gives 1.66, 0.80, 0 and $-0.74$ N/m for $\alpha=0.5$, 0.75, 1 and 1.25, in agreement with \eqref{eq:alpha}. Missing neighbours alone are therefore not enough. With nearest-neighbour pair forces, $\alpha=1$, the same atoms are missing and there is no stress. What matters is that binding grows less than linearly with bond density.

\section{Second contribution: relaxation along the normal}

The tense back-bonds pull the top layer inward. This acts against the tension in two ways: the back-bonds lose their own pull, and their shortening restores some of the missing density.

In the relaxed slab no net force crosses any plane between adjacent layers. By symmetry the $z_\perp$ bonds per atom across that plane carry equal tension at equal angles, so each tension must vanish. Let $u_n$ be the relative length change of the bonds across gap $n$, and $s_n=\sqrt{Z/\rho_n}$ in layer $n$. Setting \eqref{eq:t} to zero and using \eqref{eq:balance},
\begin{equation}
\frac{2}{\sqrt Z}e^{-pu_n}=\frac{s_n+s_{n+1}}{\sqrt Z}\,e^{-2qu_n}
\;\Rightarrow\;
e^{-(p-2q)u_n}=\frac{s_n+s_{n+1}}2 .
\label{eq:gap}
\end{equation}
For $p>2q$ a mean $s$ above 1 means a shorter bond. The first (111) gap shrinks by 2.3\%, the first (100) gap by 4.1\%.

Because the energy is stationary in the gaps, their response to $\varepsilon$ does not enter the first derivative \eqref{eq:def}. The in-plane bonds remain, at length $r_0$, with tension $2q\xi(s_n-1)/(r_0\sqrt Z)$. Summing over the layers belonging to one face,
\begin{equation}
\tau=\frac{z_\parallel q\xi}{2a\sqrt Z}\sum_n(s_n-1).
\label{eq:relaxed}
\end{equation}
On (111) the first three terms of the sum are $0.1367$, $-0.0109$ and $0.0009$. The second layer has gained density from the shortened back-bonds and is slightly compressed. The prefactor is $27/(2\times6.790\times3.464)=0.574$ eV/\AA$^2$, so
\[
\tau\simeq0.574\times0.1267=0.0727\ \text{eV/\AA}^2=1.16\ \text{N/m}.
\]

The contributions can now be weighed, in N/m, using \eqref{eq:tau0} and \eqref{eq:relaxed}:
\begin{center}
\begin{tabular}{lrr}
 & (111) & (100)\\
in-plane bonds, unrelaxed & $1.42$ & $1.19$\\
back-bonds, unrelaxed & $0.24$ & $0.60$\\
back-bond tension released & $-0.24$ & $-0.60$\\
density regained by top layer & $-0.17$ & $-0.20$\\
deeper layers & $-0.09$ & $-0.09$\\
relaxed stress & $1.16$ & $0.90$
\end{tabular}
\end{center}
The (100) face starts with the larger stress and ends with the smaller one, mainly because a third of its initial stress sits in back-bonds, which relaxation can unload.

\subsection{Can relaxation reverse the sign?}

Let $x_n=e^{-2qu_n}$ be the density that one bond across gap $n$ supplies. Then $\rho_1=z_\parallel+z_\perp x_1$, while deeper layers have $\rho_n=z_\parallel+z_\perp(x_{n-1}+x_n)$, and $Z=z_\parallel+2z_\perp$. Each gap feeds two layers, and the top layer lacks one set of bonds, so
\[
\sum_n(\rho_n-Z)=-z_\perp+2z_\perp\sum_n(x_n-1).
\]
The function $(1+y)^{-1/2}$ is convex and lies above its tangent $1-y/2$. With $y=\rho_n/Z-1$,
\begin{equation}
\sum_n(s_n-1)\ \ge\ -\frac12\sum_n\Big(\frac{\rho_n}{Z}-1\Big)
=\frac{z_\perp}{2Z}\Big[1-2\sum_n(x_n-1)\Big].
\label{eq:bound}
\end{equation}
The relaxed stress is thus tensile whenever $\sum_n(x_n-1)<\tfrac12$, that is, whenever the shortened bonds give back less density than the cut removed. The condition is sufficient, not necessary. The sum is 0.089 on (111) and 0.117 on (100). In a test of six $(p,q)$ pairs on both faces, with $p$ from 8 to 12 and $q$ from 2 to 4, it stayed at or below 0.22 and every stress was tensile. All six pairs have $p-2q\ge2$. Closer to $p=2q$ the back-bonds shorten more easily, by \eqref{eq:gap}, and the sum can be larger. The test therefore supports the claim for pairs like these; it does not prove it for all $p>2q$.

\section{Third contribution: bonds that were already stressed}

With interactions beyond nearest neighbours, zero bulk stress no longer makes each bond tension vanish. Let $T_1$ and $T_2$ be the bulk tensions in the first two shells, at $r_0$ and $\sqrt2\,r_0$, with $A$ readjusted to keep the bulk stress-free. The 12 first and 6 second neighbours must balance:
\begin{equation}
12\,T_1+6\sqrt2\,T_2=0\quad\Rightarrow\quad T_1=-T_2/\sqrt2 .
\label{eq:prestress}
\end{equation}
The ratio of repulsion to attraction falls with distance as $e^{-(p-2q)(r/r_0-1)}$, so for $p>2q$ the near bonds are compressed and the far ones stretched: $T_1<0<T_2$.

Cutting the crystal removes prestressed bonds. In the uncut crystal their lateral contributions sum to zero with those of the bonds that stay, so the slab keeps minus the missing part. On (111) each surface atom loses three first neighbours with $r_\parallel^2=r_0^2/3$ and three second neighbours with $r_\parallel^2=4r_0^2/3$. One cut makes two faces, hence the factor $1/4a$:
\begin{align}
\tau_{\rm range}&=-\frac{r_0}{4a}\Big[3\cdot\frac13\,T_1+3\cdot\frac{4}{3\sqrt2}\,T_2\Big]\nonumber\\
&=-\frac{r_0}{4a}\Big[-\frac{1}{\sqrt2}+\frac{4}{\sqrt2}\Big]T_2
=-\frac{3\,r_0T_2}{4\sqrt2\,a}<0 .
\label{eq:range}
\end{align}
This range term is compressive. It adds to the strengthening term, which comes as before from the reduced $\rho$ of the top layer. For pair forces, $\alpha=1$, it is the whole unrelaxed stress.

With two shells the sign depends on the face. On (100) the missing second neighbours lie straight along the normal and have $r_\parallel=0$. The four missing first neighbours have $r_\parallel^2=r_0^2/2$, and the same formula gives $-r_0T_1/(2a)>0$, which is tensile. This sign is tied to the cutoff: for $p=10$, $q=3$ the (100) range term is $+0.12$ N/m with two shells, $-0.02$ N/m with three, and $-0.04$ N/m with all neighbours out to $3r_0$.

For (111) with $p=10$ and two shells, in N/m:
\begin{center}
\begin{tabular}{lrrrr}
$q$ & strengthening & range & unrelaxed & relaxed\\
$3$ & $1.765$ & $-0.212$ & $1.553$ & $1.045$\\
$1$ & $0.727$ & $-0.409$ & $0.319$ & $0.193$\\
$0.1$ & $0.090$ & $-0.080$ & $0.009$ & $-0.006$
\end{tabular}
\end{center}
At $q=3$ the range term cancels 12\% of the strengthening; at $q=1$ it cancels 56\%. These figures belong to the two-shell cutoff. With all neighbours out to $3r_0$ the fraction at $q=3$ rises to 18\% and the relaxed stress to 1.09 N/m. At $q=1$ the range term then exceeds the strengthening: the unrelaxed stress is $-0.21$ N/m out to $3r_0$ and $-0.53$ N/m out to $4r_0$, the relaxed stress 0.18 and 0.08 N/m, and neither has converged. At $q=0.1$ the two nearly cancel, and relaxation turns the stress compressive. That last case is artificial: the squared hopping to the second shell is still $e^{-0.2\times0.414}=0.92$ of that to the first and is then cut off, and the stability of such a crystal against other deformations was not examined. Adding the third shell turns its relaxed stress tensile again, 0.04 N/m. The case shows only that, once further shells interact, the square root alone does not fix the sign, and that a nearly cancelled stress can follow the choice of cutoff.

\section{What the tension does, and what it is not}

Let a free film of thickness $h$ have biaxial modulus $M$. To leading order in small strain, and for $h$ large compared with the surface region, its energy per area changes by $4\tau\varepsilon+Mh\varepsilon^2$: two faces, two axes, and an elastic interior. The minimum is at
\begin{equation}
\varepsilon=-\frac{2\tau}{Mh}.
\end{equation}
Tension contracts the film, less so as it thickens. In the nearest-neighbour model the 16-layer films contract by 0.30\% for (111) and 0.45\% for (100), far less than the 2.05\% and 2.90\% that \eqref{eq:length} gives for uniform coordination 9 and 8, because the interior resists. The (100) film contracts more despite its smaller stress. It is thinner, but by this estimate not by enough, which points to a lower biaxial modulus; $M$ was not computed separately.

Surface stress is also not surface energy $\gamma$. The excess energy of the slab is $2a(1+\varepsilon)^2\gamma(\varepsilon)$, and the bulk reference is stationary at $\varepsilon=0$, so \eqref{eq:def} gives
\[
\tau=\frac1{4a}\Big(4a\gamma+2a\frac{d\gamma}{d\varepsilon}\Big)=\gamma+\frac12\frac{d\gamma}{d\varepsilon}.
\]
For relaxed (111), $\gamma=0.71$ J/m$^2$ while $\tau=1.16$ N/m; the difference, 0.45 N/m, is the term $\frac12\,d\gamma/d\varepsilon$. A positive $\gamma$ is the cost of making surface and does not by itself determine the sign of $\tau$.

The model leaves out the redistribution of $sp$ electrons at the surface, magnetism, reconstruction, and changes of band shape beyond the second moment. Any of these can change the surface stress of a particular metal, so the numbers here weigh one mechanism and do not predict a measured value.

\section*{Computed results}
\begin{verbatim}
p = 10, q = 3, xi = 1.5 eV, r0 = 2.8 angstrom
repulsion A = 0.12990 eV
bulk energy per atom = -3.6373 eV
monolayer z=6: bond change = -4.951 %
monolayer z=4: bond change = -7.847 %
preferred bond change, uniform z=9 (formula) = -2.055 %
preferred bond change, uniform z=8 (formula) = -2.896 %
(111) area per atom = 6.7896 angstrom^2
(111) s - 1 unrelaxed = 0.15470
(111) tension, surface bond = 0.14354 eV/angstrom
(111) tension, back-bond = 0.07177 eV/angstrom
(111) unrelaxed stress = 1.6598 N/m
(111) first gap change = -2.297 %
(111) s_n - 1, layers 1-3 = 0.13669, -0.01086, 0.00086
(111) restored sum(x_n - 1) = 0.0889 (limit 0.5)
(111) relaxed stress = 1.1644 N/m = 0.07268 eV/angstrom^2
(111) lower bound on it = 0.9451 N/m
(111) relaxed surface energy = 0.7118 J/m^2
(111) free 16-layer film strain = -0.3044 %
(100) area per atom = 7.8400 angstrom^2
(100) s - 1 unrelaxed = 0.22474
(100) tension, surface bond = 0.20854 eV/angstrom
(100) tension, back-bond = 0.10427 eV/angstrom
(100) unrelaxed stress = 1.7899 N/m
(100) first gap change = -4.082 %
(100) s_n - 1, layers 1-3 = 0.18711, -0.01882, 0.00190
(100) restored sum(x_n - 1) = 0.1173 (limit 0.5)
(100) relaxed stress = 0.9027 N/m = 0.05634 eV/angstrom^2
(100) lower bound on it = 0.6772 N/m
(100) relaxed surface energy = 0.8613 J/m^2
(100) free 16-layer film strain = -0.4451 %
scan of 12 cases, p 8-12, q 2-4: relaxed stress 0.653 to 1.468 N/m
scan: largest restored sum = 0.2177
(111) alpha=0.5: unrelaxed stress = 1.6598 N/m
(111) alpha=0.75: unrelaxed stress = 0.8001 N/m
(111) alpha=1.0: unrelaxed stress = -0.0000 N/m
(111) alpha=1.25: unrelaxed stress = -0.7445 N/m
two shells q=3.0: strengthening 1.7654, range -0.2124 N/m
two shells q=3.0: unrelaxed 1.5531, relaxed 1.0452 N/m
two shells q=1.0: strengthening 0.7274, range -0.4086 N/m
two shells q=1.0: unrelaxed 0.3187, relaxed 0.1931 N/m
two shells q=0.1: strengthening 0.0896, range -0.0802 N/m
two shells q=0.1: unrelaxed 0.0093, relaxed -0.0055 N/m
\end{verbatim}
